# Why long-range correlation in helium converges fast in angular momentum

Q: When I replace \(1/r_{12}\) by \(\operatorname{erf}(\mu r_{12})/r_{12}\) in a correlated calculation on helium, functions of high angular momentum hardly matter any more. What has changed in the wavefunction?

A: Its shape where the electrons meet. I use atomic units, with \(\mu\) in bohr\(^{-1}\). The relative motion of two electrons has reduced mass 1/2, so its kinetic operator is \(-\nabla^2\). Write the pair function near contact as \(1+f(r)\), with \(r=r_{12}\). To first order in the interaction \(w\), and apart from a constant source that adds a smooth \(r^2\) term, \(\nabla^2 f=w\).

For \(w=1/r\), use \(\nabla^2r^n=n(n+1)r^{n-2}\): the solution is \(f=r/2\), the cusp. For the long-range interaction,

\[
\frac{\operatorname{erf}(\mu r)}{r}=\frac{2\mu}{\sqrt\pi}\Big(1-\frac{\mu^2r^2}{3}+\dots\Big),\qquad
f=f(0)+\frac{2\mu}{\sqrt\pi}\Big(\frac{r^2}{6}-\frac{\mu^2r^4}{60}+\dots\Big).
\]

Each source term is an even power, so each term of \(f\) is even too. The linear term is gone.

Q: Why should angular functions care about a linear term?

A: Put both electrons at distance \(r\) from the nucleus and let \(x=\cos\theta_{12}\). Then \(r_{12}^2=2r^2(1-x)\) is a polynomial in \(x\), but \(r_{12}\) contains \(\sqrt{1-x}\), which is singular at \(x=1\). Its Legendre series follows from \(1/r_{12}=r^{-1}\sum_lP_l(x)\) on this shell:

\[
r_{12}=\frac{r_{12}^2}{r_{12}}=2r(1-x)\sum_lP_l(x).
\]

Since \((2l+1)xP_l=(l+1)P_{l+1}+lP_{l-1}\), the coefficient of \(P_l\) is

\[
2r\Big[1-\frac{l}{2l-1}-\frac{l+1}{2l+3}\Big]=-\frac{4r}{(2l-1)(2l+3)} .
\]

The cusp \(r_{12}/2\) therefore has amplitude \(-2r/[(2l-1)(2l+3)]\), which falls only as \(l^{-2}\). At \(r=1\) bohr and \(l=10\) this is \(-2/437=-4.58\times10^{-3}\). The first-order helium pair function, divided by the orbital product, has \(-4.51\times10^{-3}\) for the Coulomb interaction and \(-2.6\times10^{-10}\) for \(\mu=1\).

Q: How fast do the multipoles of the smooth interaction themselves fall?

A: Substituting \(y=tr_{12}\) in the definition of erf gives

\[
\frac{\operatorname{erf}(\mu r_{12})}{r_{12}}=\frac{2}{\sqrt\pi}\int_0^\mu e^{-t^2r_{12}^2}dt .
\]

Insert \(r_{12}^2=r_1^2+r_2^2-2r_1r_2x\) and \(e^{zx}=\sum_l(2l+1)i_l(z)P_l(x)\), where \(i_l\) is the modified spherical Bessel function. The coefficient of \(P_l\) is

\[
w_l=(2l+1)\frac{2}{\sqrt\pi}\int_0^\mu e^{-t^2(r_1^2+r_2^2)}\,i_l(2t^2r_1r_2)\,dt .
\]

At fixed \(z\) and large \(l\), \(i_l(z)\approx z^l/(2l+1)!!\). At fixed radii the decay is thus faster than exponential.

Q: An energy involves all radii. What does helium give?

A: We need a model in which \(\mu\) changes the correlation but not the orbital. Let \(h\) be the kinetic plus nuclear operator, \(u(r)\) the normalized radial Hartree–Fock orbital, \(\varepsilon\) its energy, and \(J\) and \(J_\mu\) its Hartree potentials with the full and the long-range interaction. Take

\[
H_\mu=\sum_{i=1}^2\,(h+J-J_\mu)_i+\frac{\operatorname{erf}(\mu r_{12})}{r_{12}} .
\]

The mean field of the interaction adds \(J_\mu\), so the orbital obeys \(h+J\) for every \(\mu\), and \(\mu\to\infty\) restores helium.

With \(H_0=\sum_i(h+J)_i\) and \(E_0=2\varepsilon\), the perturbation is the interaction minus \(J_\mu(r_1)+J_\mu(r_2)\). The subtracted terms are spherical and cannot produce \(P_l\) with \(l\ge1\). The source in channel \(l\) is \(w_luu\,P_l\), and the angular average of \(P_l^2\) is \(1/(2l+1)\). Expanding in radial eigenfunctions \(a,b\) of \(h+J\) for angular momentum \(l\) gives the second-order increment

\[
E_l=-\frac1{2l+1}\sum_{ab}\frac{|\langle ab|w_l|uu\rangle|^2}{\varepsilon_a+\varepsilon_b-2\varepsilon}.
\]

Values of \(-E_l\) in hartree are:

| \(l\) | \(\mu=0.5\) | \(\mu=1\) | \(\mu=4\) | Coulomb |
|---|---|---|---|---|
| 1 | 4.2e-4 | 3.7e-3 | 1.9e-2 | 2.5e-2 |
| 2 | 4.9e-6 | 1.4e-4 | 2.3e-3 | 3.7e-3 |
| 5 | 1.9e-10 | 1.3e-7 | 4.2e-5 | 1.7e-4 |
| 10 | 4.1e-16 | 2.1e-11 | 5.7e-7 | 1.3e-5 |

Between \(l=9\) and 10 the Coulomb increments fall nearly as the fourth power of \(1/(l+\tfrac12)\). The corresponding local power is 7.5 for \(\mu=4\) and 15.7 for \(\mu=1\).

Q: Can one formula show both the Coulomb power and its loss?

A: Yes, at large \(l\) and for \(\mu\) large compared with the orbital's decay constant. The important region is then the narrow ridge \(r_1\approx r_2\approx r\). Set \(\lambda=l+\tfrac12\), \(s=r_1-r_2\) and \(k=\lambda/r\), the wave number along the sphere. For small angles \(P_l(\cos\theta)\approx J_0(\lambda\theta)\), where \(J_0\) is the Bessel function. With \(\rho=r\theta\),

\[
w_l=\lambda\int_{-1}^1wP_l\,dx\approx\frac{\lambda}{r^2}\int_0^\infty w\big(\sqrt{s^2+\rho^2}\big)J_0(k\rho)\,\rho\,d\rho .
\]

This is \(\lambda/(2\pi r^2)\) times a two-dimensional Fourier transform. A further transform over \(s\), with wave number \(q\), completes the three-dimensional one, \(4\pi e^{-p^2/4\mu^2}/p^2\) with \(p^2=k^2+q^2\). Hence

\[
\tilde w_l(q)=\frac{2k}{r}\,\frac{e^{-(k^2+q^2)/4\mu^2}}{k^2+q^2}.
\]

The two radial kinetic terms give \(-\partial_s^2\), plus a derivative along the ridge, and the centrifugal terms give \(k^2\). At large \(k\) I neglect the ridge derivative, the potentials and \(2\varepsilon\), and set \(u(r_1)u(r_2)\approx u(r)^2\). The energy denominator is then \(q^2+k^2\):

\[
E_l\approx-\frac1{2\lambda}\int_0^\infty dr\,u^4\frac{4k^2}{r^2}\int_{-\infty}^{\infty}\frac{dq}{2\pi}\frac{e^{-(k^2+q^2)/2\mu^2}}{(k^2+q^2)^3}.
\]

With \(q=k\tan\theta\), the \(q\) integral becomes \(k^{-5}/(2\pi)\) times an angular integral. Using \(k=\lambda/r\) to collect powers,

\[
E_l\approx-\frac{3}{8\lambda^4}\int_0^\infty u^4\,r\,S\!\Big(\frac{\lambda}{\mu r}\Big)dr,\quad
S(y)=\frac8{3\pi}\int_{-\pi/2}^{\pi/2}\cos^4\theta\,e^{-y^2/(2\cos^2\theta)}d\theta .
\]

Since \(\int\cos^4\theta\,d\theta=3\pi/8\), \(S(0)=1\). Letting \(\mu\to\infty\) at fixed \(l\) gives the Coulomb \(l^{-4}\) law. At finite \(\mu\), channels with \(l\ll\mu r\) still look Coulombic, while those with \(l\gg\mu r\) are cut off. This is visible for \(\mu=4\): the increment is 79% of the Coulomb one at \(l=1\), but 4% at \(l=10\).

At \(l=10\) the computed increment divided by this formula is 0.99 for Coulomb and 0.96 for \(\mu=4\). It is 0.995 for \(\mu=1\), where the neglected terms are not expected to be small; I would not infer general accuracy there from one value.

Q: So may I call the convergence exponential?

A: Not at asymptotically large \(l\) for the true helium orbital. For a strict exponential the ratio \(E_{l+1}/E_l\) would settle to a constant below one. For \(\mu=1\) it is 0.072, 0.144 and 0.208 at \(l=2,5,9\), still rising. A rise over so few channels does not settle the limit. That is set by the orbital tail, \(u\sim e^{-\kappa r}\) apart from powers, with \(\kappa=\sqrt{-2\varepsilon}=\sqrt{2\times0.91796}=1.355\) bohr\(^{-1}\). Larger radii have larger \(\mu r\), so they support higher \(l\).

To find the law, let \(F=w_luuP_l\), let \(N_l=\langle F|F\rangle\) with the angular average, and let \(A=H_0-E_0\), positive in this channel with lowest value \(\Delta_l\). Then \(|E_l|=\langle F|A^{-1}|F\rangle\). The Cauchy–Schwarz inequality bounds this from below, and the lowest value of \(A\) bounds it from above:

\[
\frac{N_l^2}{\langle F|A|F\rangle}\le|E_l|\le\frac{N_l}{\Delta_l}.
\]

In the dominant region found below, the derivatives of \(F\) and the centrifugal term grow at most as powers of \(\lambda\). Thus \(N_l\) fixes the leading exponent of \(E_l\).

Next we need \(i_l\). The function \(zi_l\) obeys \(y''=[1+l(l+1)/z^2]y\), so its leading exponent is the integral of \(\sqrt{1+\lambda^2/z^2}\). Matching to \(i_l\approx e^z/(2z)\) at large \(z\) gives, apart from algebraic factors, \(e^{-z}i_l(z)\sim e^{\Phi}\), where

\[
\Phi=\sqrt{z^2+\lambda^2}-\lambda\operatorname{arsinh}\frac\lambda z-z,
\qquad \frac{d\Phi}{dz}=\sqrt{1+\frac{\lambda^2}{z^2}}-1 .
\]

For \(z\gg\lambda\), \(\Phi=-\lambda^2/(2z)+\lambda^4/(24z^3)+\dots\). The integrand of \(w_l\) is \(e^{-t^2(r_1-r_2)^2}\) times \(e^{-z}i_l(z)\), with \(z=2t^2r_1r_2\). As \(\Phi\) rises with \(z\), both factors are largest at \(r_1=r_2=r\) for a given \(r_1+r_2\), and \(t=\mu\) is then best, hence \(z=2\mu^2r^2\). The square of \(w_l\) contributes \(2\Phi\approx-\lambda^2/(2\mu^2r^2)\), and the four orbital factors contribute \(-4\kappa r\). We minimize the total cost:

\[
\frac{d}{dr}\Big(4\kappa r+\frac{\lambda^2}{2\mu^2r^2}\Big)=0
\quad\Rightarrow\quad r_*^3=\frac{\lambda^2}{4\kappa\mu^2}.
\]

At \(r_*\) the second term equals \(2\kappa r_*\), so the cost is \(6\kappa r_*\), and

\[
\ln|E_l|\sim-3\cdot2^{1/3}\Big(\frac{\kappa l}{\mu}\Big)^{2/3}.
\]

This is a stretched exponential: faster than any power, slower than any true exponential. The approximation is consistent because \(z\propto\lambda^{4/3}\) at \(r_*\), so the correction \(\lambda^4/z^3\) stays bounded. It needs \(\lambda\gg2\kappa^2/\mu^2\), which is about 15 for \(\mu=0.5\). The radius \(r_*\) must also lie in the orbital tail: \(\kappa r_*\gg1\), or \(\lambda\gg2\mu/\kappa\), which is about 6 for \(\mu=4\). The table ends at \(l=10\) and is not yet asymptotic. Between \(l=9\) and 10 the slope of \(\ln|E_l|\) in \(\lambda^{2/3}\) is steeper than the law by 5% for \(\mu=0.5\) and by 32% for \(\mu=4\).

A quadrature of \(N_l\) for a model orbital \(re^{-\kappa r}\) at \(\mu=1\), between \(l=500\) and 2000, gives a slope of \(-4.628\) in \(\lambda^{2/3}\), as the law does. Agreement to all these figures is special to this model orbital. The powers of \(\lambda\) multiplying the exponential in \(N_l\) are \(\lambda^{-3}\) from \(w_l^2/(2l+1)\), \(\lambda^{8/3}\) from the factors \(r^4\) of the orbitals and \(\lambda^{1/3}\) from the width of the region around \(r_*\), and they cancel. The helium orbital has another power of \(r\) in its tail, so a power of \(\lambda\) remains and the slope approaches the law more slowly.

Q: My occupied orbital is a sum of Gaussians. Does that change the answer?

A: It changes the final asymptote. For \(u\sim e^{-\alpha r^2}\) the orbital cost is \(4\alpha r^2=2\alpha z/\mu^2\). Now \(z\) is proportional to \(\lambda\), so keep the full \(\Phi\). Minimizing \(2\alpha z/\mu^2-2\Phi\) gives

\[
\sqrt{1+\lambda^2/z^2}=1+\alpha/\mu^2\equiv c .
\]

Thus \(\sqrt{z^2+\lambda^2}=cz\) and \(\lambda/z=\sqrt{c^2-1}\). The cost becomes

\[
2(c-1)z-2\big(cz-\lambda\operatorname{arsinh}\sqrt{c^2-1}-z\big)=2\lambda\operatorname{arcosh}c,
\]

because all terms proportional to \(z\) cancel. Therefore

\[
\frac{E_{l+1}}{E_l}\to\exp\!\Big[-2\operatorname{arcosh}\Big(1+\frac{\alpha}{\mu^2}\Big)\Big],
\]

a true exponential. This refers to the second-order energy with a Gaussian source, a complete virtual space and positive \(A\). In a contraction, the smallest exponent with a nonzero coefficient has the slowest decay and eventually wins. For \(\alpha=0.3\) bohr\(^{-2}\) and \(\mu=1\) the predicted ratio is 0.2203; quadrature of \(N_l\) between \(l=400\) and 800 gives 0.2199. For \(\alpha\ll\mu^2\) the ratio tends to \(\exp(-2\sqrt{2\alpha}/\mu)\), close to one, so a diffuse function or a large \(\mu\) makes the exponential slow.

Q: Does the fast decay survive beyond second order?

A: It does numerically over the range examined. Configuration interaction in \(H_\mu\), with pair channels up to \(l=5\), gives these local powers between the last two increments: 11.7 for \(\mu=1\), 8.1 for \(\mu=2\), and 4.1 for Coulomb. This supports the contrast, but it does not prove the second-order asymptotic laws for the full energy.

Q: What should I do when extrapolating a basis?

A: Do not apply a Coulomb inverse-power tail to the long-range part. At second order, stopping at \(l=5\) omits \(2.1\times10^{-4}\) hartree from \(l=6\) to 10 alone with the Coulomb interaction, but \(2.2\times10^{-8}\) hartree with \(\mu=1\). These figures assume a nearly complete radial space. A real basis also truncates radial functions, and that error needs its own check. Nor is the short-range correlation removed from helium: a range-separated method must supply it by other means, with an error that these increments do not measure. The remaining values are in the numerical output.

## Computed results

```
All mu in bohr^-1, energies in hartree
HF energy, grid: -2.861680 hartree
HF energy, cc-pV5Z: -2.861625 hartree
1s orbital energy: -0.917956 hartree
tail constant kappa: 1.3550 bohr^-1
Second-order increments E_l in hartree
  l     mu=0.5       mu=1       mu=2       mu=4    Coulomb
  1 -4.186e-04 -3.659e-03 -1.181e-02 -1.948e-02 -2.480e-02
  2 -4.850e-06 -1.425e-04 -9.411e-04 -2.261e-03 -3.676e-03
  3 -1.145e-07 -1.025e-05 -1.332e-04 -4.682e-04 -1.016e-03
  4 -4.037e-09 -1.022e-06 -2.522e-05 -1.288e-04 -3.828e-04
  5 -1.868e-10 -1.264e-07 -5.736e-06 -4.211e-05 -1.744e-04
  6 -1.058e-11 -1.825e-08 -1.484e-06 -1.549e-05 -9.029e-05
  7 -7.024e-13 -2.972e-09 -4.232e-07 -6.211e-06 -5.126e-05
  8 -5.305e-14 -5.326e-10 -1.302e-07 -2.661e-06 -3.119e-05
  9 -4.465e-15 -1.034e-10 -4.265e-08 -1.202e-06 -2.004e-05
 10 -4.121e-16 -2.145e-11 -1.471e-08 -5.671e-07 -1.344e-05
Ratios E_(l+1)/E_l at l=2, 5, 9 and power at l=9 to 10
  mu=0.5: 0.0236 0.0566 0.0923  power 23.81
    mu=1: 0.0719 0.1444 0.2075  power 15.71
    mu=2: 0.1415 0.2588 0.3449  power 10.64
    mu=4: 0.2071 0.3679 0.4717  power 7.51
 Coulomb: 0.2763 0.5177 0.6710  power 3.99
CI increments l=1..5 in hartree; power at l=4 to 5
    mu=1: -3.51e-03 -8.89e-05 -4.79e-06 -3.67e-07 -3.50e-08  11.71
    mu=2: -1.09e-02 -5.83e-04 -6.69e-05 -1.07e-05 -2.10e-06  8.13
 Coulomb: -2.15e-02 -2.25e-03 -5.54e-04 -1.97e-04 -8.71e-05  4.08
Coulomb CI energy, l up to 5: -2.90361 hartree
E_10 divided by ridge formula (no unit)
  mu=1: 0.995, mu=2: 0.946, mu=4: 0.961, Coulomb: 0.986
Shell radius for pair function: 1.0000 bohr
l=10 amplitude, cusp r12/2: -4.577e-03 (no unit)
l=10 amplitude, Coulomb pair: -4.507e-03 (no unit)
l=10 amplitude, mu=1 pair: -2.585e-10 (no unit)
Exponential tail, mu=1, l=500 to 2000:
  slope in l^(2/3): -4.6282, law -4.6282 (no unit)
Gaussian alpha=0.3 bohr^-2, mu=1, l=400 to 800:
  ratio per l: 0.21990, law 0.22028 (no unit)
He with erf(r12)/r12, p and d CI increments in hartree
  Gaussian basis: -2.5660e-03, -5.4795e-05
  radial grid:    -2.5665e-03, -5.4800e-05
Coulomb relative grid change, l=1 and 10 (no unit)
  4.8e-07, 2.1e-03
```
